# How Surface Arcs Can Lower the Resistivity of Thin Silicide Films

## What goes wrong without the surface channel

Take a silicide with a bulk resistivity of 170 µΩ cm and thin it to 10 nm. With only bulk carriers and partly rough surfaces, the example below gives 196 µΩ cm, and thinner films are worse. If the silicide is a topological semimetal, this estimate omits the carriers in its surface Fermi arcs. With them, the same example gives 133 µΩ cm, below the bulk value.

The opposite mistake is to conclude that arcs must make thin films better. They add conductance, while the surfaces and grain boundaries remove it. The sign of the result depends on the balance.

The current flows in the film plane, the response is linear, and the contacts reach both surface and bulk. Let $t$ be the thickness, $\sigma=1/\rho$ the bulk conductivity, and $G_s$ the sheet conductance of both faces together.

## Contribution 1: a constant in parallel with the bulk

Bulk and surface feel the same in-plane field, so their currents add:

$$G_{\rm sheet}=\sigma t+G_s .$$

The effective resistivity is the sheet resistance times the thickness. Dividing numerator and denominator by $\sigma t$ gives

$$\rho_{\rm eff}=\frac{t}{\sigma t+G_s}=\frac{\rho}{1+t_s/t},\qquad t_s=\frac{G_s}{\sigma}.$$

The length $t_s$ is the thickness of bulk material that would conduct as well as the two surfaces. For $t\gg t_s$, $\rho_{\rm eff}\approx\rho(1-t_s/t)$. For $t\ll t_s$, $\rho_{\rm eff}\approx t/G_s$, which falls towards zero.

That second limit does not describe a perfect conductor. The sheet resistance $1/(\sigma t+G_s)$ rises as the film is thinned and tends to $1/G_s$. Resistivity falls because the same surface conductance is assigned to a smaller volume. In this parallel model, a thinner line of fixed width still has a higher resistance, but the increase is slower than $1/t$.

## Why the arc conductance has no thickness in it

For one face, the Boltzmann conductance along $x$ at low temperature is

$$G=e^2\int\frac{d^2k}{4\pi^2}\,v_x^2\,\tau\,\delta(E-E_F).$$

Split the area element into a length $dl$ along the Fermi line and a step across it, $d^2k=dl\,dE/(\hbar|v|)$. With $v_x=|v|\cos\theta$ and the arc mean free path $\ell_s=|v|\tau$,

$$G=\frac{e^2}{4\pi^2\hbar}\int \ell_s\cos^2\theta\,dl
=\frac{e^2}{h}\,\frac{1}{2\pi}\int \ell_s\cos^2\theta\,dl .$$

Each spin-resolved arc is counted once. The length of the arc is set by the surface band structure, not by the film thickness. Long arcs therefore help, provided that $\ell_s$ is also independent of $t$.

Scattering between arc and bulk states could spoil this. Let $W_{ij}$ be the symmetric rate between states $i$ and $j$, and $\phi_i$ the field-induced displacement of state $i$. Then

$$\sum_j W_{ij}(\phi_i-\phi_j)=eE_xv_i .$$

Assume that each face has time-reversed arcs and that scattering randomizes direction: $W_{ij}$ is the same for $j$ and its reversed partner. Since $\phi_j$ changes sign between partners, $\sum_jW_{ij}\phi_j=0$. Each state then has $\phi_i=eE_xv_i/\gamma_i$, with $\gamma_i=\sum_jW_{ij}$, and the conductances add.

A bulk state has a weight proportional to $1/t$ at the surface, but the number $N_b$ of bulk states grows as $t$. The total arc-to-bulk rate $\gamma_{sb}$ is therefore independent of $t$. Because $W$ is symmetric, the reverse rate per bulk state is $\gamma_{sb}N_s/N_b\propto1/t$, where $N_s$ is the number of arc states. If $\gamma_b$ is the other bulk scattering rate, the bulk conductance is proportional to

$$\frac{N_b}{\gamma_b+\gamma_{sb}N_s/N_b}\approx\frac{N_b}{\gamma_b}-\frac{N_s\gamma_{sb}}{\gamma_b^2}.$$

The last term is a constant loss for thick films. It is one of the processes included in diffuse surface scattering below, so it must not be subtracted again.

## Contribution 2: bulk carriers lost at rough surfaces

Let $u$ be the cosine of the angle between a carrier's velocity and the film normal, and $\lambda$ the bulk mean free path. Measured in units of its bulk value, the carrier response $g$ obeys

$$u\lambda\frac{dg}{dz}+g=1 .$$

A fraction $p$ of the carriers reflects specularly, and the rest loses its drift. For $u>0$, mirror symmetry between the faces gives $g(0)=p\,g(t)$. Insert $g=1-Ce^{-z/(u\lambda)}$ and write $\epsilon=e^{-t/(u\lambda)}$:

$$1-C=p(1-C\epsilon)\quad\Rightarrow\quad C=\frac{1-p}{1-p\epsilon}.$$

The average of $g$ over the thickness is $1-C(u\lambda/t)(1-\epsilon)$. For an isotropic pocket, the in-plane current weights each direction by $\tfrac32(1-u^2)$, normalized on $0<u<1$. The bulk thus loses the conductance of a layer of thickness

$$d(t)=\frac{3\lambda}{2}(1-p)\int_0^1(u-u^3)\frac{1-\epsilon}{1-p\epsilon}\,du .$$

This is the Fuchs–Sondheimer result. The derivative of $(1-\epsilon)/(1-p\epsilon)$ with respect to $\epsilon$ is $-(1-p)/(1-p\epsilon)^2$. Since $\epsilon$ falls with increasing $t$, $d(t)$ grows with $t$. In a thick film $\epsilon\to0$, the integral becomes $\tfrac12-\tfrac14=\tfrac14$, and $d$ saturates at

$$d_\infty=\tfrac38(1-p)\lambda .$$

Gain and loss now appear as two lengths:

$$\rho_{\rm eff}=\frac{\rho}{1+[t_s-d(t)]/t}.$$

The film beats the bulk when $t_s>d(t)$. If $t_s>d_\infty$, this holds at every thickness within the classical model. In that case $t_s-d(t)$ is positive and decreases with $t$, so $\rho_{\rm eff}$ falls steadily on thinning. If $t_s<d_\infty$, thick films are worse than bulk, and only films thin enough to make $d(t)<t_s$ are better.

## Contribution 3: what confinement removes

Even perfectly specular walls affect the bulk. Standing waves $\sin(qz)$ have $q=n\pi/t$ with $n=1,2,\dots$. If $f(q)$ is the conductance of one subband, replacing the sum by an integral gives, apart from oscillating and higher-order terms,

$$\sum_{n\ge1}f\!\left(\frac{n\pi}{t}\right)\approx\frac t\pi\int_0^\infty f\,dq-\frac12f(0).$$

The missing $n=0$ state costs half a subband. For spherical pockets of radius $k_F$ and total degeneracy $g_d$, the line formula gives

$$f(0)=\frac{e^2}{h}\frac{g_d\lambda}{2\pi}\,\pi k_F=\frac{e^2}{h}\frac{g_d\lambda k_F}{2}.$$

The corresponding integral over the three-dimensional Fermi surface is

$$\sigma=\frac{e^2g_d\lambda}{8\pi^3\hbar}\,\frac{4\pi k_F^2}{3}
=\frac{e^2}{h}\frac{g_dk_F^2\lambda}{3\pi}.$$

The loss is therefore equivalent to a layer of thickness

$$d_q=\frac{f(0)}{2\sigma}=\frac{3\pi}{4k_F}.$$

This estimate assumes hard walls and a fixed Fermi level. If the carrier density is fixed instead, $k_F$ rises by a fraction of about $d_q/(3t)$. At fixed $\lambda$ the conductivity is proportional to the density divided by $k_F$, so the loss falls to about $d_q/3$.

## The arc constant in a lattice slab

A small model shows whether the arc constant survives next to this loss. With energies in units of the hopping and lengths in units of the lattice constant, take

$$H=\sin k_y\,\sigma_z+\sin k_z\,\sigma_y+(2-\cos k_x-\cos k_y-\cos k_z)\,\sigma_x .$$

It has Weyl nodes at $k_x=\pm\pi/2$. When cut into a slab normal to $z$, it has arcs with energies $\pm\sin k_y$ on opposite faces. Unlike the silicide, this model breaks time reversal. It is used with an imposed constant $\tau$, so it probes the counting of states and not the scattering.

Write the conductance along $y$ as $(e^2/h)\,\tau X/2\pi$, with $\hbar=1$. At $E_F=0.20$ the arcs on both faces contribute $X=6.08$. The half-subband loss is 0.63, leaving a predicted constant of 5.45. Near a node this loss keeps the ordinary form because a wall adds a phase $\arctan(q/\mu)$, where $\mu$ is the local mass. To show this, let $s$ be the energy at $k_y=0$ divided by $\hbar v$, and let the two spinor components obey

$$(\mu+\partial_z)a=s\,b,\qquad(\mu-\partial_z)b=s\,a,\qquad a(t)=b(0)=0 .$$

Eliminating $b$ gives $\mu^2a-\partial_z^2a=s^2a$. Then $a=\sin q(t-z)$ with $s^2=\mu^2+q^2$, and $b(0)=0$ requires $\tan qt=q/\mu$. The phase is odd in $\mu$ and cancels, to leading order in pocket size, between the two sides of the node.

The slab was diagonalized numerically for eight thicknesses from 16 to 44 layers. The bulk part, 0.0537 per layer, was computed separately from the periodic crystal and subtracted. The average remainder is about 5.6. Single slabs oscillate about it by roughly $\pm0.07$ as subbands cross the Fermi level, while the averages over the four thinner and the four thicker slabs agree within 0.01, so the constant shows no appreciable trend. It lies 2 to 3% above the leading-order prediction. An ordinary one-band film, $E=3-\cos k_x-\cos k_y-\cos k_z$ at $E_F=0.55$ with 10 to 29 layers and hard walls, treated in the same way, leaves a negative constant of about $-0.85$. This is its half-subband loss, 1.60, partly offset by one layer of bulk, because the walls of an $L$-layer film are $L+1$ spacings apart.

## Weighing the terms in an example

The parameters are in the rough regime of CoSi at 300 K: $\rho=170$ µΩ cm, lattice constant 0.45 nm, and carrier density $5\times10^{20}$ cm⁻³ in pockets of total degeneracy 8. Each face has four spin-resolved arcs, idealized as straight and half a surface-zone diagonal long, with average $\cos^2\theta=\tfrac12$. The values $\ell_s=10$ nm, $p=0.5$ and the degeneracy are chosen. The electron pockets of CoSi have four spin-resolved sheets; with $g_d=4$, $\lambda$ and $d_\infty$ below would be larger by $2^{1/3}$ and $d_q$ smaller by the same factor, which leaves $d_\infty+d_q$ almost unchanged for $p=0.5$.

Each arc has length $\sqrt2\,\pi/0.45=9.87$ nm⁻¹. With $e^2/h=0.0387$ mS, one face contributes

$$0.0387\times\frac{4\times9.87\times10}{2\pi}\times\frac12=1.22\ {\rm mS}.$$

Both faces give $G_s=2.43$ mS. The bulk conductivity is 0.588 mS/nm, so $t_s=4.14$ nm.

For the bulk, $k_F=(6\pi^2\times0.5/8)^{1/3}=1.55$ nm⁻¹. Solving the expression for $\sigma$ gives $\lambda=7.5$ nm, and hence $d_\infty=\tfrac38\times0.5\times7.5=1.4$ nm. The arcs win in the classical model. The table uses the full $d(t)$, with its integral evaluated numerically.

| $t$ (nm) | $\rho_{\rm eff}$ (µΩ cm) | same, no arcs | sheet resistance (Ω) |
|---|---|---|---|
| 5 | 107 | 222 | 213 |
| 10 | 133 | 196 | 133 |
| 20 | 149 | 183 | 75 |
| 50 | 161 | 175 | 32 |

Thinning from 50 to 5 nm lowers the resistivity by a third and raises the sheet resistance almost sevenfold.

The surface length $t_s$ is proportional to $\ell_s$. With the other parameters fixed, the arcs must have $\ell_s>3.4$ nm to satisfy $t_s>d_\infty$. For fully diffuse surfaces, $p=0$, the requirement doubles to 6.8 nm. These are classical thresholds. At fixed Fermi level, the confinement loss $d_q$ raises them to 7.1 and 10.5 nm; at fixed carrier density the increase is smaller.

Now take $\ell_s=5$ nm and $p=0$, so that $t_s=2.1$ nm is below $d_\infty=2.8$ nm. The film equals the bulk at 5.1 nm. At twice that thickness it has 178 µΩ cm, and at half of it 137 µΩ cm. This crossing belongs to the classical model. With confinement at fixed Fermi level, all three films are worse than the bulk. For the two thicker ones this follows from adding $d_q=1.5$ nm. In the thinnest, only one subband is occupied and $d+d_q$ exceeds the thickness, so the losses cannot be added; counting that subband directly gives about 191 µΩ cm.

## How the neglected terms change the balance

For the main example at 10 nm and a fixed Fermi level, confinement costs $d_q=1.5$ nm. Including it raises the estimate from 133 to 151 µΩ cm, still below bulk. At fixed carrier density the increase is smaller.

Grain boundaries can reverse the sign. The Mayadas–Shatzkes model multiplies the bulk scattering rate by $1+\alpha/|w|$, where $w$ is the direction cosine along the current and $\alpha=(\lambda/D)R/(1-R)$, for grain size $D$ and boundary reflection $R$. The conductivity factor is

$$3\int_0^1\frac{w^3}{w+\alpha}\,dw .$$

For $D=10$ nm and $R=0.2$, it is 0.79, equivalent to losing 2.1 nm of film. Simply adding this loss to the others would give 185 µΩ cm, but that counts too much: grain scattering also shortens the mean free path that sets the surface and confinement losses. With the grain scattering rate included in those losses too, the film has about 170 µΩ cm at fixed Fermi level, level with the grain-free bulk, and about 159 µΩ cm at fixed carrier density. Stronger boundaries, with $R=0.4$, give about 197 and 185 µΩ cm and reverse the sign in both cases. The reference matters: thick material with the $R=0.2$ grains would have $170/0.788\approx216$ µΩ cm, and the thin film with those grains would still be below that. Grain scattering of the arcs, left out here, would reduce the gain.

Thermal smearing of the carrier energies has a smaller effect on the bulk. For a linear band with fixed $\lambda$, $\sigma\propto E^2$, and thermal averaging at fixed chemical potential adds a fraction $(\pi^2/3)(k_BT/E_F)^2$. A chosen velocity of $2\times10^5$ m/s gives $E_F=0.20$ eV and a correction of +5%. At fixed carrier density the chemical potential falls on heating, and the correction is about −5% instead.

Very thin films let the two faces mix. In the wall condition above, set $q=i\kappa$ and $\mu=1/\xi$, where $\xi$ is the arc penetration depth. Then $\tanh\kappa t=\kappa\xi$, so $\kappa\approx(1-2e^{-2t/\xi})/\xi$. The mixing energy is

$$\hbar v\sqrt{\xi^{-2}-\kappa^2}\approx\frac{2\hbar v}{\xi}e^{-t/\xi}.$$

It equals the arc level width $\hbar v/\ell_s$ at $t=\xi\ln(2\ell_s/\xi)$. For a chosen $\xi=1$ nm this is 3.0 nm. At 5 nm the ratio of mixing energy to level width is 0.13, but $d_q$ is then a large share of the film, so the first row of the table is the least secure.

## Reading a real film

CoSi is a multifold semimetal with long surface arcs, which is why it suits this example. The resistivity and carrier density used here are rough values. The arc mean free path is the least certain input: 10 nm at room temperature is an assumption, and $G_s$ is proportional to it. Real arcs are curved, and their penetration depth grows where they merge with bulk states. Fine-grained films break the assumption of a grain-free bulk, which for $R=0.2$ and a fixed Fermi level moves the 10 nm result from 151 to about 170 µΩ cm. The favourable conditions are long-lived arcs, smooth surfaces and large grains.

A plot of sheet conductance against thickness does not give $G_s$ directly. For thick films at fixed Fermi level,

$$G_{\rm sheet}\approx\sigma t+G_s-\sigma(d_\infty+d_q) .$$

A straight line fitted to the classical example between 30 and 100 nm has an intercept of 1.61 mS, about two thirds of the true $G_s$. That example leaves out $d_q$, which at fixed Fermi level lowers the intercept further, to 0.72 mS. Nor does a positive intercept identify arcs, because an ordinary conducting interface layer of fixed thickness adds the same kind of constant. A falling resistivity is therefore consistent with arc conduction, but an independent sign of the arcs is needed to assign the current to them.
